\section*{The unified method for the ground-state energy of a heliumlike ion, part 1}

(Sections cited here and not found follow in the second part.)

Four calculations of the $1s^2$ state of Zn$^{28+}$ ($Z=30$), each carried to all orders in one small parameter, give $-881.407377$, $-10.122837$, $-911.049813$ and $+19.455991$ hartree. They are the Schr\"odinger energy, the Breit--Pauli correction, two Dirac energies and one-photon exchange. Their sum is $-1783.124036$ hartree, while the energy they determine together is $-891.7810$ hartree. The excess of $-891.343061$ hartree consists of four terms of a double series, each contained in two of the calculations. Drake's unified method subtracts those four terms.

\subsection{The grid and the counting rule}

Hartree atomic units are used, so $c=1/\alpha$. The nucleus is a point of infinite mass and the rest energy $2mc^2$ is removed. Set $\lambda=1/Z$, $x=Z\alpha$, $u=|\mathbf r_1-\mathbf r_2|$, and measure lengths in $1/Z$ and energies in $Z^2$. Then $c\,\boldsymbol\alpha\cdot\mathbf p\to\boldsymbol\alpha\cdot\mathbf p/x$, $c^2\to1/x^2$, $Z/r\to1/r$ and $1/u\to\lambda/u$, so $E/Z^2$ depends on $\lambda$ and $x$ alone. The part of the non-radiative energy that is even in $x$ is written
\begin{equation}
E=Z^2\sum_{i,j\ge0}\varepsilon_{ij}\lambda^ix^{2j}.
\end{equation}
This form is assumed; the cells with $i,j\ge2$, which are not computed here, may also carry logarithms of $x$. Terms of order $\alpha^3$, recoil and nuclear size lie outside this grid and are sized at the end. Two columns and two rows can be summed:
\begin{equation}
e=\sum_i\varepsilon_{i0}\lambda^i,\quad b=\sum_i\varepsilon_{i1}\lambda^i,\quad d=\sum_j\varepsilon_{0j}x^{2j},\quad s=\sum_j\varepsilon_{1j}x^{2j}.
\end{equation}
In $e+x^2b+d+\lambda s$ the cell $(i,j)$ occurs once through a column if $j\le1$ and once through a row if $i\le1$. It occurs twice when both hold, that is for $(0,0)$, $(1,0)$, $(0,1)$, $(1,1)$, and never when $i,j\ge2$. Subtracting one copy of each double cell gives
\begin{equation}\label{EU}
E_U=Z^2\big[e+x^2b+d+\lambda s-(\varepsilon_{00}+\varepsilon_{10}\lambda)-x^2(\varepsilon_{01}+\varepsilon_{11}\lambda)\big].
\end{equation}
The first missing cell is $Z^2\varepsilon_{22}\lambda^2x^4=\varepsilon_{22}x^4$ hartree. As $x\to0$ the rows cancel against the subtraction and $E_U\to Z^2(e+x^2b)$; as $\lambda\to0$ the columns cancel and $E_U\to Z^2(d+\lambda s)$. The rule assumes an isolated level. If two levels of equal $J$ and parity are split by Coulomb and relativistic terms of similar size, their eigenvalues contain a square root with no double Taylor series, and the rule must be applied to matrix elements before diagonalization. The $1s^2$ level is separated from all other positive-energy levels by a gap of order $Z^2$.

\subsection{Row 0: Dirac energies}

The scaled operator is $h_D=\boldsymbol\alpha\cdot\mathbf p/x+(\beta-1)/x^2-1/r$. Take the upper component $Af\chi$ and the lower component $iBf\,\boldsymbol\sigma\cdot\hat{\mathbf r}\chi$, with $f=r^{\gamma-1}e^{-r}$ and $\chi$ a constant two-spinor. Then $\boldsymbol\sigma\cdot\mathbf p\,f=-if'\boldsymbol\sigma\cdot\hat{\mathbf r}$, and $\boldsymbol\sigma\cdot\mathbf p\,(f\boldsymbol\sigma\cdot\hat{\mathbf r})=-i(f'+2f/r)$ because $f\hat{\mathbf r}$ has no curl. With $f'/f=(\gamma-1)/r-1$ the two equations are
\begin{align}
\frac Bx\Big(\frac{\gamma+1}r-1\Big)-\frac Ar&=\epsilon A,\\
\frac Ax\Big(\frac{1-\gamma}r+1\Big)&=B\Big(\frac2{x^2}+\frac1r+\epsilon\Big).
\end{align}
The $1/r$ terms give $B/A=x/(1+\gamma)=(1-\gamma)/x$, hence $\gamma=\sqrt{1-x^2}$. The constant term of the first gives $\epsilon=-1/(1+\gamma)$; that of the second then reads $(1-\gamma)/x^2=1/(1+\gamma)$, which holds. With $A^2+B^2=1$, $A^2=(1+\gamma)/2$, $B^2=(1-\gamma)/2$ and $2AB=x$. Inserting $\gamma=1-x^2/2-x^4/8-x^6/16-\dots$,
\begin{equation}
d=-\frac2{1+\gamma}=-\frac{2(1-\gamma)}{x^2}=-1-\frac{x^2}4-\frac{x^4}8-\dots,
\end{equation}
so $\varepsilon_{00}=-1$ and $\varepsilon_{01}=-1/4$. The point-nucleus rows exist for $x<1$.

\subsection{Row 1: one-photon exchange}

The starting point is the photon-exchange interaction in Coulomb gauge. Both orbitals have the same energy, so the photon carries zero frequency and the interaction is $\lambda[1/u-\alpha_{1i}M_{ij}\alpha_{2j}]$, where $M_{ij}$ is the transform of $4\pi(\delta_{ij}-q_iq_j/q^2)/q^2$. Since $1/u\leftrightarrow4\pi/q^2$ and $\nabla^2u=2/u$, we have $u\leftrightarrow-8\pi/q^4$ and $\partial_i\partial_ju\leftrightarrow8\pi q_iq_j/q^4$. With $\partial_i\partial_ju=(\delta_{ij}-\hat u_i\hat u_j)/u$,
\begin{equation}\label{M}
M_{ij}=\frac{\delta_{ij}}u-\frac12\partial_i\partial_ju=\frac{\delta_{ij}+\hat u_i\hat u_j}{2u},\qquad\partial_iM_{ij}=0 .
\end{equation}
Let $\rho(r)\propto r^{2\gamma}e^{-2r}$ with $\int\rho\,dr=1$ and $n=\rho/4\pi r^2$. Because $(\boldsymbol\sigma\cdot\hat{\mathbf r})^2=1$, the transition density is $n\,\chi'^\dagger\chi$. The transition current, as a matrix between the labels $\chi'$ and $\chi$, is
\begin{equation}
j_i=nAB\,i[\sigma_i,\sigma_k]\hat r_k=-2ABn\,\epsilon_{ikl}\hat r_k\sigma_l=-xn(\hat{\mathbf r}\times\boldsymbol\sigma)_i .
\end{equation}
Its divergence is proportional to $\boldsymbol\sigma\cdot\nabla\times(n\hat{\mathbf r})=0$, so the $\partial_i\partial_ju$ term of \eqref{M} vanishes on integration by parts and $M_{ij}$ may be replaced by $\delta_{ij}/u$, the Feynman-gauge form. The spinors rotate as their labels do, so the $J=0$ state is the singlet of $\chi_1\chi_2$. There $\langle\sigma_{1k}\sigma_{2l}\rangle=-\delta_{kl}$, by rotational invariance and the trace $-3$. With $\mu=\hat{\mathbf r}_1\cdot\hat{\mathbf r}_2$,
\begin{equation}
(\hat{\mathbf r}_1\times\boldsymbol\sigma_1)\cdot(\hat{\mathbf r}_2\times\boldsymbol\sigma_2)=\mu\,\boldsymbol\sigma_1\cdot\boldsymbol\sigma_2-(\hat{\mathbf r}_1\cdot\boldsymbol\sigma_2)(\hat{\mathbf r}_2\cdot\boldsymbol\sigma_1)\to-3\mu+\mu ,
\end{equation}
and the integrand is $n_1n_2(1+2x^2\mu)/u$. In $1/u=\sum_k(r_<^k/r_>^{k+1})P_k(\mu)$ the angular averages are $\langle P_k\rangle=\delta_{k0}$ and $\langle\mu P_k\rangle=\delta_{k1}/3$. Therefore
\begin{equation}
s=F_0+\tfrac23x^2G_1,\quad F_0=R_0,\quad G_1=R_1,\quad R_k=\iint\rho\rho\,\frac{r_<^k}{r_>^{k+1}}\,dr_1dr_2 .
\end{equation}
Put $t=2r_>$, $t'=2r_<$ and $a=2\gamma$, so that $\rho\,dr=t^ae^{-t}dt/\Gamma(a+1)$. One factor 2 comes from the two orderings and one from $r_<^k/r_>^{k+1}=2t'^k/t^{k+1}$. The substitution $t'=vw$, $t=(1-v)w$ has Jacobian $w$ and maps $t'<t$ to $v<\frac12$; the $w$ integral is $\int w^{2a}e^{-w}dw=\Gamma(2a+1)$:
\begin{equation}
R_k=\frac{4\Gamma(2a+1)}{\Gamma(a+1)^2}\int_0^{1/2}v^{a+k}(1-v)^{a-k-1}dv .
\end{equation}
For $k=0$ the integrand is $v\,[v(1-v)]^{a-1}$; write $v=\frac12-\frac12(1-2v)$. The first part is, by symmetry about $v=\frac12$, $\Gamma(a)^2/4\Gamma(2a)$; the second is an exact derivative and gives $-4^{-a}/2a$. Using $\Gamma(z+1)=z\Gamma(z)$,
\begin{equation}
F_0=\frac{1-h}\gamma,\qquad h=\frac{4^{-a}\Gamma(2a+1)}{\Gamma(a+1)^2}.
\end{equation}
At $\gamma=1$, $h=24/64=3/8$ and $\varepsilon_{10}=5/8$. The logarithmic derivative at $a=2$, with the digamma function $\psi_0$, is $-\ln4+2\psi_0(5)-2\psi_0(3)=-2\ln2+2(\frac13+\frac14)$. Hence
\begin{equation}
\frac{dF_0}{d\gamma}=-\frac58-2\cdot\frac38\Big(\frac76-2\ln2\Big)=-\frac32+\frac32\ln2 ,
\end{equation}
and $\delta\gamma=-x^2/2$ gives the Coulomb part $\varepsilon_{11}^C=\frac34-\frac34\ln2=0.2301396$. At $\gamma=1$, $G_1=24\int_0^{1/2}v^3dv=3/8$, so the magnetic part is $\frac14$ and
\begin{equation}
\varepsilon_{11}=1-\tfrac34\ln2=0.4801396 .
\end{equation}

\subsection{Column 0: the correlated Schr\"odinger problem}

The operator is $\frac12(p_1^2+p_2^2)+V$ with $V=-1/r_1-1/r_2+\lambda/u$, and the spatial function $\psi(r_1,r_2,u)$ is real and symmetric. From $4\pi r_1^2dr_1\,2\pi r_2^2dr_2\,d\mu$ and $u\,du=-r_1r_2d\mu$ the volume element is $8\pi^2r_1r_2u\,dr_1dr_2du$. The perimetric variables
\begin{equation}
\xi=r_2+u-r_1,\qquad\eta=r_1+u-r_2,\qquad\zeta=2(r_1+r_2-u)
\end{equation}
turn the triangle inequalities into $\xi,\eta,\zeta\ge0$. The inverse is $r_1=\eta/2+\zeta/4$, $r_2=\xi/2+\zeta/4$, $u=(\xi+\eta)/2$, with Jacobian $\frac1{16}+\frac1{16}=\frac18$, so the volume element is $\pi^2r_1r_2u\,d\xi d\eta d\zeta$. Also $r_1+r_2=(\xi+\eta+\zeta)/2$. The Pekeris basis is $[L_l(\xi)L_m(\eta)+L_m(\xi)L_l(\eta)]L_n(\zeta)e^{-(\xi+\eta+\zeta)/2}$ with $l\le m$ and $l+m+n\le\Omega$; it contains the exact $\lambda=0$ state, and $\Omega=12$ gives 252 functions. The chain rule gives $\partial_1=-\partial_\xi+\partial_\eta+2\partial_\zeta$, $\partial_2=\partial_\xi-\partial_\eta+2\partial_\zeta$, $\partial_u=\partial_\xi+\partial_\eta-2\partial_\zeta$. With subscripts for these derivatives, $\nabla_1\psi=\psi_1\hat{\mathbf r}_1+\psi_u\hat{\mathbf u}$ and $\nabla_2\psi=\psi_2\hat{\mathbf r}_2-\psi_u\hat{\mathbf u}$. The cosine rule gives $c_1=\hat{\mathbf r}_1\cdot\hat{\mathbf u}=(r_1^2+u^2-r_2^2)/2r_1u$ and $c_2=-\hat{\mathbf r}_2\cdot\hat{\mathbf u}=(r_2^2+u^2-r_1^2)/2r_2u$. Squaring the gradient, and taking its divergence with $\nabla\cdot\hat{\mathbf r}=2/r$,
\begin{align}
|\nabla_k\psi|^2&=\psi_k^2+\psi_u^2+2c_k\psi_k\psi_u,\\
\nabla_k^2\psi&=\psi_{kk}+\frac{2\psi_k}{r_k}+\psi_{uu}+\frac{2\psi_u}u+2c_k\psi_{ku}.
\end{align}
After multiplication by $r_1r_2u$ every integrand below is a polynomial times $e^{-\xi-\eta-\zeta}$, with at most a factor $1/u$ or $1/r_1$ left over, except for the term $c_1c_2/u$ of the orbit--orbit integral, which leaves $(r_1-r_2)^2/u^2$ times a polynomial. The substitution $\xi=\tau v$, $\eta=\tau(1-v)$ has Jacobian $\tau=2u$, which cancels $1/u$, gives $(r_1-r_2)/u=1-2v$, and makes Gauss--Laguerre and Gauss--Legendre rules of sufficient order exact. The substitution $\eta=\tau v$, $\zeta=\tau(1-v)$ gives $r_1=\tau(1+v)/4$ and leaves the factor $1/(1+v)$, analytic on $[0,1]$, for which Gauss--Legendre converges geometrically. The lowest root of the generalized eigenproblem is $e(\lambda)$, an upper bound.

This part has established the counting rule, derived the two Dirac rows $d$ and $s$ with the four shared cells, and set up the variational calculation of the Schrödinger column $e$. What remains is the Breit–Pauli column $b$, the check that rows and columns agree in the shared cells, the numbers for Zn$^{28+}$, and the error analysis.
